# Van Dort Threshold Shifts Compared with Schrödinger–Poisson across Substrate Doping

## Definitions and conventions

Take an n-channel on uniformly doped p-type (100) silicon. Depth $z$ runs from the oxide interface into the silicon, and $\psi(z)$ is the band bending: zero in the neutral bulk, $\psi_s$ at the surface. The electron charge is $-q$. The field $F=-d\psi/dz$ has surface value $F_s$, positive when electrons are pulled toward the interface. Write $v_t=k_BT/q$; $\epsilon_s$ is the silicon permittivity, $N_A$ the acceptor density and $n_i$ the ordinary intrinsic density.

Acceptors are fully ionized and holes follow Boltzmann statistics, $p=N_Ae^{-\psi/v_t}$. The bulk electron density is $n_0=n_i^2/N_A$. Poisson's equation is

$$\epsilon_s\frac{d^2\psi}{dz^2}=q(N_A+n-p).$$

Let $N_{inv}=\int n\,dz$ and $N_{dep}=\int(N_A-p)\,dz$. Since the field vanishes in the bulk, Gauss's law gives $\epsilon_sF_s=q(N_{dep}+N_{inv})$. With no interface charge, the same displacement crosses the gate stack, so

$$V_G-V_{FB}=\psi_s+\frac{q(N_{dep}+N_{inv})}{C_{ox}}.$$

Threshold is defined by $N_{inv}=N_{th}=10^{11}\ \mathrm{cm^{-2}}$ in every model. The flat-band voltage $V_{FB}$ then cancels from threshold shifts, which are all measured from the classical solution at the same doping.

The example has a 0.5 nm interlayer of relative permittivity 3.9 under 2.5 nm of hafnium oxide with relative permittivity 20. The layers are in series, so the equivalent oxide thickness is $0.5+2.5(3.9/20)=0.99$ nm and $C_{ox}=3.50\ \mathrm{\mu F/cm^2}$. Unless stated otherwise, $T=300$ K, $v_t=25.85$ mV and $n_i=10^{10}\ \mathrm{cm^{-3}}$.

## What the classical density gets wrong

The naive scheme inserts $n=n_0e^{\psi/v_t}$ into Poisson's equation. This density is greatest at the interface, where $\psi$ is greatest. A wavefunction facing a high barrier nearly vanishes there, and its lowest energy lies above the band edge. The classical scheme therefore predicts too many electrons at a given $\psi_s$ and too low a threshold.

The size of the missing energy follows from a balance. Confinement to a length $\ell$ costs kinetic energy of order $\hbar^2/(m\ell^2)$, while the field contributes $qF\ell$. Equating them gives $\ell\sim(\hbar^2/mqF)^{1/3}$ and an energy proportional to $F^{2/3}$. The van Dort correction expresses this as a wider gap:

$$\Delta E_g=\frac{13}{9}\beta\left(\frac{\epsilon_s}{4k_BT}\right)^{1/3}F_s^{2/3}.$$

It is semi-empirical. Only the product $13\beta/9$ matters, and $\beta=4.1\times10^{-8}$ eV cm is the model's published silicon coefficient. At 1 MV/cm, in SI units with $\beta/q=4.1\times10^{-10}$ V m,

$$\frac{\Delta E_g}{q}=\frac{13}{9}(4.1\times10^{-10})(1842)(2.154\times10^5)=0.235\ \mathrm V.$$

The third factor is $(\epsilon_s/4k_BT)^{1/3}$ and the fourth is $(10^8)^{2/3}$.

A second error would be to raise the electron energy by all of $\Delta E_g$. Since $n_i=\sqrt{N_CN_V}\,e^{-E_g/2k_BT}$, widening changes it to

$$n_i^{QM}=n_i e^{-\Delta E_g/2k_BT}.$$

With midgap as the reference for $\psi$, a symmetric widening raises the conduction edge by $\Delta E_g/2$. The electron density falls by the same factor as $n_i$, to the first power. The valence edge would move down equally, but holes are depleted at the surface, so their density is left unchanged.

A third error would be to reduce $n_i$ throughout the substrate. That would alter the bulk reference, although confinement acts near the interface. The reduction is therefore faded out:

$$n=n_0e^{\psi/v_t}\left[1-S+S e^{-\Delta E_g/2k_BT}\right],\qquad S=\operatorname{sech}(z^2/z_{ref}^2),$$

with $z_{ref}=25$ nm. The prefactor $n_0=n_i^2/N_A$ contains one $n_i$ from the fixed bulk Fermi level and one from the local density; the bracket modifies the second.

## The shift this density must produce

In weak inversion the potential is nearly linear across the electron layer. If $n_s$ is the surface density, then

$$N_{inv}\simeq\int_0^\infty n_s e^{-F_sz/v_t}dz=n_s\frac{v_t}{F_s}.$$

When this layer is much thinner than $z_{ref}$, $S\simeq1$. Equal sheet densities in the classical (c) and van Dort (v) solutions require

$$n_0e^{\psi_c/v_t}\frac{v_t}{F_c}=n_0e^{\psi_v/v_t}e^{-\Delta E_g/2k_BT}\frac{v_t}{F_v}.$$

Cancel $n_0v_t$, take logarithms and multiply by $v_t$:

$$\psi_v-\psi_c=\frac{\Delta E_g}{2q}+v_t\ln\frac{F_v}{F_c}.$$

The first term is the barrier part. The second arises because greater band bending raises the depletion charge and field, compressing the layer.

At $N_A=10^{18}\ \mathrm{cm^{-3}}$ the fields are $F_c=0.5561$ and $F_v=0.5793$ MV/cm. The barrier part is $(235.1/2)(0.5793)^{2/3}=81.7$ mV and the field term is $25.85\ln(0.5793/0.5561)=1.1$ mV. Their sum, 82.8 mV, matches the numerical rise from 0.9715 to 1.0543 V.

The gate must also supply the extra depletion charge. Neglecting the thermal tail at the depletion edge, $N_{dep}\simeq\sqrt{2\epsilon_sN_A\psi_s/q}$. Differentiation gives

$$q\frac{dN_{dep}}{d\psi_s}=\sqrt{\frac{q\epsilon_sN_A}{2\psi_s}}=\frac{\epsilon_s}{W}=C_{dep},\qquad W=\frac{N_{dep}}{N_A}.$$

Since $N_{inv}$ is the same at both thresholds, to first order

$$\Delta V_T\simeq\left(1+\frac{C_{dep}}{C_{ox}}\right)\Delta\psi_s.$$

Here the factor is 1.085, giving $1.085\times82.8=89.8$ mV; the full solution gives 89.6 mV. The linear estimate is slightly high because $N_{dep}$ grows as a square root.

## An algorithm that closes the loop

Evaluating $\Delta E_g$ once, with the classical field, would leave density and field inconsistent. The field must be updated with the potential.

Let mesh node $i$ have potential $\psi_i$, cell width $w_i$ and distance $h_i$ to node $i+1$. Integrating Poisson's equation over the cell gives the residual

$$G_i=\epsilon_s\left[\frac{\psi_{i+1}-\psi_i}{h_i}-\frac{\psi_i-\psi_{i-1}}{h_{i-1}}\right]+qw_i(p_i-n_i-N_A),$$

which must vanish. Its diagonal derivative is

$$\frac{\partial G_i}{\partial\psi_i}=-\epsilon_s\left(\frac1{h_i}+\frac1{h_{i-1}}\right)-qw_i\left(\frac{p_i}{v_t}+\frac{dn_i}{d\psi_i}\right),$$

and the neighbouring derivatives are $\epsilon_s/h_i$ and $\epsilon_s/h_{i-1}$. Each Newton step is a tridiagonal solve. With the van Dort bracket held fixed during that solve, $dn/d\psi=n/v_t$.

The complete loop is:

1. Fix a trial $\psi_s$, set $\psi=0$ deep in the bulk, and solve Poisson's equation with the current bracket.
2. Obtain $F_s$ from the total charge and recompute $\Delta E_g$ and the bracket.
3. Replace $\psi_s$ by $\psi_s+v_t\ln(N_{th}/N_{inv})$.
4. Repeat until both the potential and $N_{inv}$ have settled.

Step 3 works because $N_{inv}$ is nearly exponential in $\psi_s$. In the classical estimate with depletion charge dominant, $F_s\propto\sqrt{\psi_s}$, so

$$\frac{d\ln N_{inv}}{d\psi_s}=\frac1{v_t}-\frac1{2\psi_s}.$$

A small error in $\psi_s$ is then multiplied by $1-v_t(1/v_t-1/2\psi_s)=v_t/2\psi_s$ per update, about 0.013 at $\psi_s=0.97$ V. This is the ideal case. Inversion charge and the field-dependent bracket raise the factor, to roughly 0.1 at $10^{18}\ \mathrm{cm^{-3}}$ if the bracket is converged within each update. In the loop as listed, $N_{inv}$ comes from the previous bracket, and the error shrinks by a factor of about 0.3 per pass, which still leaves the update useful.

## The Schrödinger–Poisson reference

The reference replaces the density formula and keeps the electrostatics, bulk Fermi level and threshold criterion. For normal mass $m_z$ (here a mass in kg),

$$-\frac{\hbar^2}{2m_z}\chi_j''+E_C(z)\chi_j=E_j\chi_j,\qquad \chi_j(0)=0,$$

with $E_C=E_F+k_BT\ln(N_C/n_0)-q\psi$. Two valleys have $m_z=0.916m_0$ and in-plane density-of-states mass $m_d=0.190m_0$; four have $m_z=0.190m_0$ and $m_d=0.417m_0$. They give $N_C=2.738\times10^{19}\ \mathrm{cm^{-3}}$.

A subband with $g$ valleys has a constant two-dimensional density of states $gm_d/(\pi\hbar^2)$, spin included. Integrating the Fermi function above its edge gives

$$N_j=\frac{gm_dk_BT}{\pi\hbar^2}\ln\left(1+e^{(E_F-E_j)/k_BT}\right),\qquad n=\sum_jN_j|\chi_j|^2.$$

On an unequal mesh, integrating the Schrödinger equation over a cell puts $w_iE_j\chi_i$ on the right. The substitution $u_i=\sqrt{w_i}\chi_i$, followed by division by $\sqrt{w_i}$, gives neighbour couplings $-\hbar^2/(2m_zh_i\sqrt{w_iw_{i+1}})$. They are the same in both directions, so the matrix is symmetric.

Holding $n$ fixed during a Poisson solve would ignore its strong response to potential. Instead, the wavefunctions are held fixed while each local occupation is evaluated with $E_j-q(\psi-\psi_{old})$. This supplies $dn/d\psi$ to Newton's method. At convergence $\psi=\psi_{old}$, and the density is the one given by the actual levels.

## Why one coefficient cannot follow every doping

A triangular well gives an independent estimate. Put $E_C=qFz$, measured from the surface edge, and $z=\ell\zeta$ with $\ell=(\hbar^2/2m_zqF)^{1/3}$. Schrödinger's equation becomes $\chi''=(\zeta-a)\chi$, where $a=E/(qF\ell)$. The decaying solution is $\mathrm{Ai}(\zeta-a)$, and the wall requires $\mathrm{Ai}(-a_j)=0$. Hence

$$E_j=\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(qF)^{2/3}a_j.$$

For dilute electrons, classical and quantum sheet densities share the same Fermi factor. Dropping it, the barrier part of the surface-potential shift is

$$B=v_t\ln\frac{N_Cv_t/F}{\sum_j(gm_dk_BT/\pi\hbar^2)e^{-E_j/k_BT}}.$$

At $N_{inv}=10^9\ \mathrm{cm^{-2}}$, the self-consistent values are 15.1, 45.8 and 119.9 mV for dopings of $3\times10^{16}$, $3\times10^{17}$ and $3\times10^{18}\ \mathrm{cm^{-3}}$. The Airy sum gives 15.5, 47.1 and 123.9 mV. Depletion charge bends the real well below the triangle by $q^2N_Az^2/2\epsilon_s$. This lowers the levels, and it favours the deeper quantum layer more than the classical one, which has the right sign for the difference.

**Low field.** Near a hard wall, a standing wave has relative density $2\sin^2kz=1-\cos2kz$. Averaging over the Boltzmann weight $e^{-\hbar^2k^2/2m_zk_BT}$ gives

$$\frac{n(z)}{n_s}=1-e^{-2m_zk_BTz^2/\hbar^2}.$$

The missing length is the integral of the exponential,

$$\int_0^\infty e^{-2m_zk_BTz^2/\hbar^2}dz=\frac{\hbar}{2}\sqrt{\frac{\pi}{2m_zk_BT}}=\frac{\lambda_T}{4},\qquad \lambda_T=\frac{h}{\sqrt{2\pi m_zk_BT}}.$$

Here $n_s$ is the classical surface density; the quantum density itself vanishes at the wall. In a weak field the classical profile $n_se^{-Fz/v_t}$ is multiplied by this wall factor, and $e^{-Fz/v_t}\simeq1$ over the short excluded length. Thus $N_{QM}\simeq n_s(v_t/F-\langle\lambda_T\rangle/4)$, averaged over valleys. Expanding the logarithm for small excluded length gives

$$B\simeq F\frac{\langle\lambda_T\rangle}{4}.$$

The excluded length is 2.02 nm at 300 K. At 1 kV/cm the linear law and the Airy sum both give 0.202 mV, whereas the unfaded van Dort term $\Delta E_g/2q$ is 1.18 mV (the entry marked vD in the output). A law in $F^{2/3}$ must exceed a law in $F$ at sufficiently small field. This compares the field laws only: at 1 kV/cm the layer thickness $v_t/F$ is about 260 nm, far more than $z_{ref}$, so $S\simeq1$ fails and the complete van Dort density gives a much smaller shift than its unfaded term: 0.12 mV in a uniform field, which is below the linear law.

**High field.** If the lowest subband dominates, the sum reduces to one exponential:

$$B\simeq\frac{E_1}{q}-v_t\ln\frac{(2m_dk_BT/\pi\hbar^2)F}{N_Cv_t}.$$

At $3\times10^{18}\ \mathrm{cm^{-3}}$, $E_1=174.1$ meV and $F=1.033$ MV/cm. The subband prefactor is $4.10\times10^{12}\ \mathrm{cm^{-2}}$ and $N_Cv_t/F=6.85\times10^{11}\ \mathrm{cm^{-2}}$. Thus $B\simeq174.1-25.85\ln(5.99)=127.8$ mV, close to the full 127.2 mV. The confinement energy scales as $F^{2/3}$, but the logarithm keeps $B$ from being a pure power. Between the ends of the doping sweep, the effective exponent of $B$ is 0.83 for Schrödinger–Poisson and 0.67 for van Dort.

## Reading the doping comparison

With threshold charge, temperature and stack fixed, the threshold shifts are:

| $N_A$ (cm⁻³) | van Dort (mV) | Schrödinger–Poisson (mV) |
|---|---:|---:|
| $3\times10^{16}$ | 26.6 | 19.4 |
| $10^{17}$ | 39.3 | 32.9 |
| $3\times10^{17}$ | 57.5 | 53.6 |
| $10^{18}$ | 89.6 | 90.7 |
| $3\times10^{18}$ | 138.3 | 146.4 |

Relative to Schrödinger–Poisson, van Dort is 37% high at the lightest doping, 1% low at $10^{18}\ \mathrm{cm^{-3}}$ and 6% low at the heaviest. The crossing lies between $3\times10^{17}$ and $10^{18}\ \mathrm{cm^{-3}}$.

One can choose a new coefficient at each doping by matching the barrier part:

$$\beta_{fit}=\beta\frac{B_{SP}}{\Delta E_g(F_{SP})/2q}.$$

It rises from $3.0\times10^{-8}$ to $4.3\times10^{-8}$ eV cm across the table. Rerunning the van Dort loop with these values reproduces each Schrödinger–Poisson surface potential within 1 mV. The fault is therefore in the field dependence of a single-$\beta$ law; the iteration itself can carry the required shift.

Calibration also has a temperature. At $10^{18}\ \mathrm{cm^{-3}}$ and 400 K, with $n_i$ rescaled using a 1.12 eV gap, the shifts are 79.4 mV for van Dort and 82.6 mV for the reference. The explicit $T^{-1/3}$ in $\Delta E_g$ has no counterpart in the triangular-well energies; in the reference, temperature enters through populations and electrostatics.

The fading length matters most where the layer is thick. At $3\times10^{16}\ \mathrm{cm^{-3}}$ the classical depth scale is $v_t/F_s\simeq2.5$ nm. Reducing $z_{ref}$ from 25 to 10 nm restores some unsuppressed density and lowers the van Dort shift from 26.6 to 25.0 mV.

Agreement in threshold does not establish agreement in capacitance. For dilute electrons $N_{inv}\propto e^{\mu/k_BT}$, where $\mu$ is the Fermi level relative to fixed subbands, so the quantum capacitance is

$$C_q=q^2\frac{dN_{inv}}{d\mu}=\frac{qN_{inv}}{v_t}\simeq0.62\ \mathrm{\mu F/cm^2}$$

at threshold. It depends on the charge, which the criterion makes equal in both models. The charge position differs: at $10^{18}\ \mathrm{cm^{-3}}$ its mean depth is 0.49 nm classically and 1.64 nm in Schrödinger–Poisson. A nearly constant van Dort factor rescales the classical profile without moving it away from the wall. The correction therefore gives the wrong charge profile, yet it still lowers the capacitance. In strong inversion, at a given surface field, the widening raises $\psi_s$ by nearly $\Delta E_g/2q$. Because this rise grows with the field, it acts like an added silicon thickness

$$\frac{d}{dF_s}\left(\frac{\Delta E_g}{2q}\right)=\frac{\Delta E_g}{3qF_s},$$

which is 0.78 nm at 1 MV/cm. At $N_A=10^{18}\ \mathrm{cm^{-3}}$ and $N_{inv}=5\times10^{12}\ \mathrm{cm^{-2}}$, the total gate capacitance with Boltzmann electrons is about 3.0 $\mathrm{\mu F/cm^2}$ classically and 2.5 with van Dort, against 2.4 in Schrödinger–Poisson, which uses Fermi statistics. The Boltzmann surface density is then more than six times $N_C$, outside the range of that approximation. With Fermi statistics, and the conduction edge raised by $\Delta E_g/2$ for van Dort, the first two values become 2.8 and 2.3. About 40% of the drop from 3.0 to 2.4 is thus degeneracy rather than confinement. At this bias the correction gives a capacitance close to the reference without reproducing the displaced charge.

## Relation to a real gate stack

The parameters are rough values for a planar silicon transistor with a hafnium-oxide stack; a channel doping near $10^{18}\ \mathrm{cm^{-3}}$ is the relevant part of the sweep for a heavily doped bulk channel. Real interfaces are not hard walls. With barrier mass $m_b$ and decay constant $\kappa$, continuity of $\chi$ and $\chi'/m$ gives $\chi(0)=\delta\chi'(0)$, where $\delta=m_b/(m_z\kappa)$. The wall is effectively displaced by $\delta$ into the oxide, lowering the level by about $qF\delta$. For a rough 3.1 eV barrier and $m_b=0.5m_0$, $\delta=0.088$ nm in the two heavy-mass valleys. At the heaviest doping this predicts 9.1 meV; a finite-barrier solution gives 9.0 meV. In the four light-mass valleys $\delta$ is about five times larger. Their lowest level falls by about 39 meV, so they hold a larger share of the electrons. With all valleys included, threshold falls by about 13 mV, more than the 8 mV separating the two models there. At $10^{18}\ \mathrm{cm^{-3}}$ it falls by about 10 mV, while the models differ by only 1 mV. The hard-wall comparison thus cannot decide the sign of van Dort's error at either doping in a real stack.

The image energy is less certain. With static permittivities, its first-order value for the ground state at the heaviest doping is $-2$ meV with the high-k layer and metal included; an unbounded interlayer would give $+17$ meV, so the layers behind it cannot be ignored. If the oxide lattices are too slow to follow the electron, optical permittivities apply instead. Rough values of 2.1 and 4.0 for the two layers give about $+12$ meV, which would largely offset the effect of penetration. The reference also assumes parabolic bands. A first-order correction of the levels at this doping, with a rough nonparabolicity of $0.5\ \mathrm{eV^{-1}}$, lowers threshold by about 4 mV, half the difference between the models; correcting the in-plane density of states and the bulk $N_C$ to the same order makes it about 5 mV. The remaining estimates are small. Fermi statistics for the electrons raise the Schrödinger–Poisson threshold by 0.3 mV relative to Boltzmann statistics; they would raise the classical and van Dort thresholds, computed here with Boltzmann statistics, by 0.7 and 0.8 mV. A WKB estimate of tunnelling, with all electrons placed in the lowest subband, gives about $8\times10^{-3}\ \mathrm{A/cm^2}$ and a level width of $3\times10^{-10}$ eV, negligible for the threshold shift. The interlayer field is 3.1 MV/cm, below a rough oxide breakdown field of 10 MV/cm, but gate overdrive would increase it.

Nonuniform doping and short-channel fields require the electrostatics to be solved again. Thin undoped bodies expose a more basic limit: walls separated by $t$ give a confinement energy $\pi^2\hbar^2/(2m_zt^2)$ even at zero field, where van Dort's correction vanishes. For a bulk channel, $\beta$ should be calibrated at the doping, temperature and threshold charge of interest. The numerical output lists the underlying fields and potentials.

## Computed values

```
Inputs: T = 300 K, kT/q = 25.85 mV, n_i = 1.0e+10 cm^-3
Permittivities Si, interlayer, high-k: 11.7, 3.9, 20.0
Thickness interlayer, high-k: 0.5, 2.5 nm
Equivalent oxide thickness = 0.987 nm
C_ox = 3.497 uF/cm^2; N_th = 1.0e+11 cm^-2
beta = 4.10e-08 eV cm; z_ref = 25 nm
Ladder: valleys 2, m_z 0.916, m_d 0.190 (electron masses)
Ladder: valleys 4, m_z 0.190, m_d 0.417 (electron masses)
N_C = 2.738e+19 cm^-3
Widening dEg at 1 MV/cm = 235.1 meV
Na(cm^-3) psi_cl psi_vD psi_SP (V)  F_cl F_vD F_SP (MV/cm)
3e+16 0.8353 0.8614 0.8544  0.1019 0.1033 0.1028
1e+17 0.8817 0.9199 0.9138  0.1779 0.1815 0.1807
3e+17 0.9244 0.9794 0.9758  0.3040 0.3127 0.3118
1e+18 0.9715 1.0543 1.0554  0.5561 0.5793 0.5791
3e+18 1.0145 1.1359 1.1433  0.9731 1.0302 1.0328
Na(cm^-3) body factor  dVT_vD dVT_SP (mV)  vD/SP  refit beta (eV cm)
3e+16 1.0159  26.58 19.37  1.372  3.004e-08
1e+17 1.0282  39.29 32.87  1.195  3.454e-08
3e+17 1.0476  57.49 53.61  1.072  3.843e-08
1e+18 1.0848  89.64 90.70  0.988  4.160e-08
3e+18 1.1435  138.33 146.42  0.945  4.342e-08
Na(cm^-3) barrier part of surface shift: vD, SP (mV)
3e+16 25.81 18.89
1e+17 37.70 31.64
3e+17 54.18 50.65
1e+18 81.71 82.84
3e+18 119.93 127.18
End-to-end field exponent: vD 0.668, SP 0.826
At N_inv = 1e9 cm^-2: Na(cm^-3), SP part, Airy sum (mV)
3e+16 15.11 15.50
3e+17 45.80 47.13
3e+18 119.88 123.92
Excluded length, valley average = 2.020 nm
At 1 kV/cm: Airy sum 0.2019, linear law 0.2020, vD 1.1753 mV
Centroid at 1e18 cm^-3: classical 0.489, SP 1.635 nm
1e18, N_th = 1e10 cm^-2: dVT vD 86.67, SP 87.31 mV
1e18, T = 400 K: dVT vD 79.40, SP 82.61 mV
3e16, z_ref = 10 nm: dVT vD 24.98 mV
1e18, finer mesh: largest dVT change 0.0004 mV
Neglected effects at 3e18 cm^-3:
Ground level above surface band edge = 174.1 meV
Barriers 3.1, 1.5 eV; barrier masses 0.5, 0.2
Penetration lowers level by 8.98 meV (wall shift 0.0880 nm)
Image energy: full stack -2.04, thick interlayer +16.99 meV
Fermi minus Boltzmann electrons: V_T change +0.338 mV
Field: interlayer 3.10, high-k 0.60 MV/cm
Tunnelling: J = 8.46e-03 A/cm^2, level width 3.47e-10 eV
```
